# Why the (T) denominator formula fails in localized orbitals

**Comment on the proposed use of (T) with localized orbitals**

The manuscript computes a closed-shell CCSD wave function in localized occupied orbitals and then adds the perturbative triples energy. Its argument has three parts. The CCSD energy does not depend on how the occupied orbitals are rotated among themselves. The (T) energy has the same invariance. Therefore the usual (T) formula may be evaluated with localized integrals and amplitudes, each orbital energy being replaced by the diagonal Fock element of the localized orbital.

The first two parts are correct under the conditions given below. The third does not follow from them. An energy can be invariant while a particular formula for it holds in one set of orbitals alone. The question for the authors is which step of the (T) calculation survives the rotation and which does not.

**What is being computed**

I assume real restricted Hartree–Fock orbitals, so that the occupied–virtual Fock elements $f_{ia}$ vanish, and converged CCSD amplitudes $t_i^a$ and $t_{ij}^{ab}$. Indices $i,j,k,l$ denote correlated occupied orbitals and $a,b,c,d$ virtual ones. Core orbitals are frozen and left out of the rotation. Integrals $(ia|jb)$ are in charge-cloud order: $i$ and $a$ share one electron. Energies are in hartree.

I take the standard canonical (T) method as the definition. Its connected source term is

$$W_{ijk}^{abc}=P\Big[\sum_d (ia|bd)\,t_{jk}^{dc}-\sum_l (ia|jl)\,t_{lk}^{bc}\Big],$$

where $P$ sums over the six simultaneous permutations of the pairs $(ia),(jb),(kc)$. A second quantity includes the singles:

$$V_{ijk}^{abc}=W_{ijk}^{abc}+t_i^a(jb|kc)+t_j^b(ia|kc)+t_k^c(ia|jb).$$

In canonical orbitals, with orbital energies $\varepsilon$, the triples amplitudes $T$ obey

$$(\varepsilon_i+\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b-\varepsilon_c)\,T_{ijk}^{abc}=W_{ijk}^{abc}, \tag{1}$$

and the energy is

$$E=\frac13\sum_{ijk}\sum_{abc}T_{ijk}^{abc}\,R(V)_{ijk}^{abc}, \tag{2}$$

$$R(V)^{abc}=4V^{abc}+V^{bca}+V^{cab}-2V^{cba}-2V^{acb}-2V^{bac}.$$

In the last line the lower indices $ijk$ stay fixed. The manuscript's formula results from dividing (1) by its bracket and inserting $T$ into (2).

**What the rotation does to each ingredient**

Let the localized orbitals be $\tilde\phi_p=\sum_i\phi_iU_{ip}$, with $U$ real and orthogonal. In this section $i,j,k,l,m$ label canonical occupied orbitals and $p,q,r,s$ localized ones. The virtual orbitals remain canonical.

The CCSD equations project the Schrödinger equation onto all single and double excitations. Rotating the occupied orbitals changes the basis of these excitation spaces but not the spaces themselves. A CCSD solution therefore becomes a solution in the new orbitals when each occupied index is transformed with $U$, provided the CCSD equations retain the off-diagonal Fock elements.

The source $W$ transforms in the same way. Its external occupied indices each acquire a factor $U$. The only internal occupied index is $l$, and for it

$$\sum_s(\tilde p a|\tilde q\tilde s)\,\tilde t_{sr}^{bc}
=\sum_{ijk}U_{ip}U_{jq}U_{kr}\sum_{lm}(ia|jl)\,t_{mk}^{bc}\sum_sU_{ls}U_{ms}.$$

The last sum is $\delta_{lm}$ because $U$ is orthogonal, which restores the original contraction. The terms added to form $V$ have no internal index. Hence

$$\tilde W_{pqr}^{abc}=\sum_{ijk}U_{ip}U_{jq}U_{kr}W_{ijk}^{abc},$$

and likewise for $V$. So far the manuscript is right: $W$ and $V$ may be built in localized orbitals from the same expressions.

Define $\tilde T$ by the same transformation of $T$. The operation $R$ permutes only virtual labels, so it commutes with the occupied rotation. In (2), each occupied index of $\tilde T$ is summed against the same index of $R(\tilde V)$. Each such sum contains $\sum_pU_{ip}U_{mp}=\delta_{im}$, so the energy is unchanged. This proves the invariance, but for the rotated amplitudes $\tilde T$. It says nothing yet about amplitudes obtained by a division in the new orbitals.

**The step that does not survive**

To find the equation that $\tilde T$ obeys, multiply (1) by $U_{ip}U_{jq}U_{kr}$ and sum over $i,j,k$. The right side becomes $\tilde W_{pqr}^{abc}$. In the term with $\varepsilon_i$, the sums over $j$ and $k$ simply rotate those two indices. For the first index, orthogonality lets us write

$$T_{ijk}=\sum_sU_{is}\Big(\sum_mU_{ms}T_{mjk}\Big),$$

so that the term becomes

$$\sum_s\Big(\sum_iU_{ip}\,\varepsilon_i\,U_{is}\Big)\tilde T_{sqr}^{abc}
=\sum_s f_{ps}\,\tilde T_{sqr}^{abc}.$$

The bracket is the Fock matrix element between localized orbitals $p$ and $s$. The other two occupied energies are treated in the same way. The virtual energies multiply the whole amplitude and do not take part in the rotation.

From here on all occupied indices refer to the localized orbitals, and I drop the tildes and return to the letters $i,j,k,l$. The result is

$$\sum_l\big(f_{il}T_{ljk}^{abc}+f_{jl}T_{ilk}^{abc}+f_{kl}T_{ijl}^{abc}\big)-(\varepsilon_a+\varepsilon_b+\varepsilon_c)T_{ijk}^{abc}=W_{ijk}^{abc}. \tag{3}$$

This is a set of coupled linear equations. An amplitude with orbital $i$ is tied to amplitudes in which $i$ is replaced by any $l$ with $f_{il}\neq0$. Division by a single number solves the equations when the occupied Fock matrix is diagonal. The manuscript divides without this condition.

Equation (3) has a unique solution whenever every correlated occupied level lies below every virtual level. The linear operator on its left is the rotated form of the one in (1), so its eigenvalues are the canonical brackets, all of which are then negative.

If the virtual orbitals were localized as well, the same derivation would replace $\varepsilon_aT_{ijk}^{abc}$ by $\sum_df_{ad}T_{ijk}^{dbc}$, and similarly for $b$ and $c$. If $f_{ia}$ did not vanish, as with orbitals that are not Hartree–Fock solutions, the starting definition would itself need further terms. That case is outside this comment.

**What the manuscript's formula gives instead**

Separate the diagonal and off-diagonal occupied elements. Let

$$D_{ijk}^{abc}=f_{ii}+f_{jj}+f_{kk}-\varepsilon_a-\varepsilon_b-\varepsilon_c,$$

$$(XT)_{ijk}^{abc}=\sum_{l\ne i}f_{il}T_{ljk}^{abc}+\sum_{l\ne j}f_{jl}T_{ilk}^{abc}+\sum_{l\ne k}f_{kl}T_{ijl}^{abc}.$$

Then (3) reads $DT+XT=W$. The manuscript drops $XT$ and uses $T^{0}=W/D$. This is the semicanonical, or T0, approximation. The division itself is safe under the level ordering above: $f_{ii}$ is an average of canonical occupied energies with weights $U_{mi}^2$, so it also lies below the virtual levels, and $D$ is negative. A smooth calculation is therefore no sign that the formula applies.

Dividing $DT+XT=W$ by $D$ gives $T+D^{-1}XT=T^0$, and hence

$$T^0-T=D^{-1}XT.$$

Here $T$ on the right is the full solution, so no expansion in small $X$ has been made. Inserting the difference into (2) gives

$$E_{\rm T0}-E=\frac13\sum_{ijk}\sum_{abc}\frac{R(V)_{ijk}^{abc}\,(XT)_{ijk}^{abc}}{D_{ijk}^{abc}}.$$

The three parts of $XT$ contribute equally. To see this for the second part, exchange the names $i\leftrightarrow j$ and $a\leftrightarrow b$ in the sum. It then contains $f_{il}T_{jlk}^{bac}$, and $T_{jlk}^{bac}=T_{ljk}^{abc}$ because $T$ is unchanged when whole occupied–virtual pairs are exchanged. $D$ has the same symmetry. So does $R(V)$, since $V$ has it and $R$ treats all three transpositions alike and both cyclic permutations alike. The second part thus becomes the first, and the third follows by exchanging $i\leftrightarrow k$ and $a\leftrightarrow c$. The factor 3 cancels the prefactor:

$$E_{\rm T0}-E=\sum_{i\neq l}f_{il}\,G_{il},\qquad
G_{il}=\sum_{jk}\sum_{abc}\frac{R(V)_{ijk}^{abc}\,T_{ljk}^{abc}}{D_{ijk}^{abc}}. \tag{4}$$

The error is thus a sum over pairs of localized orbitals. A pair matters when both its Fock element and $G_{il}+G_{li}$ are appreciable; $G_{il}$ contracts the amplitudes $T_{ljk}^{abc}$ with $R(V)_{ijk}^{abc}/D_{ijk}^{abc}$ over all the remaining indices. Changing the sign of one orbital reverses both $f_{il}$ and $G_{il}$, so each product is well defined.

**How large the error is for water**

I have evaluated both versions for water with an O–H distance of 1.81 bohr and an angle of 104.5 degrees, in the cc-pVDZ basis with the oxygen 1s orbital frozen. Foster–Boys localization of the four valence orbitals gives two bond orbitals and two lone pairs. CCSD solved separately in canonical and localized orbitals gives the same correlation energy, $-0.21123338$ hartree.

The diagonal Fock elements are $-0.8898$ hartree for each bond and $-0.6577$ hartree for each lone pair. The off-diagonal elements have magnitudes between 0.1646 and 0.1909 hartree. For a scale, take triple excitations from both bonds and one lone pair, and set all three virtual energies to the lowest one, 0.1855 hartree. One spatial orbital cannot take three electrons; for $a=b=c$ the coefficients in $R$ sum to zero and the term drops out of (2). Every contributing denominator with these occupied orbitals is therefore at least as large in magnitude as

$$D=2(-0.8898)-0.6577-3(0.1855)=-2.994\ \text{hartree}.$$

The off-diagonal elements are 5.5% to 6.4% of this, upper estimates of the ratios for these excitations, and each occupied index couples to three other orbitals. The estimate does not allow the coupling to be dismissed, so its effect has to be computed.

The energies are

- canonical (T): $-0.00303645$ hartree;
- localized orbitals, coupled equations (3): $-0.00303645$ hartree;
- localized orbitals, diagonal Fock elements only: $-0.00292080$ hartree.

A canonical (T) routine that takes its orbital energies from the diagonal of the Fock matrix in the orbitals supplied, as the PySCF routine does, returns the third value when given the localized orbitals and their CCSD amplitudes. The routine is not faulty; it has been given orbitals that violate its assumption.

The T0 error is

$$E_{\rm T0}-E=-0.00292080+0.00303645=0.00011565\ \text{hartree},$$

or 0.304 kJ/mol, out of a (T) energy of $-7.972$ kJ/mol. T0 recovers 96.2% of the (T) energy in this basis and misses 3.8%.

Equation (4) shows where the error arises. In units of $10^{-5}$ hartree, with the terms $il$ and $li$ combined, the bond–bond pair contributes 3.044, each of the four bond–lone-pair combinations 2.030, and the lone-pair–lone-pair combination 0.402. Their sum is

$$3.044+4(2.030)+0.402=11.566,$$

which agrees with 11.565 within the rounding of the terms. The lone-pair coupling, 0.1646 hartree, is only 14% smaller than the bond–bond coupling, 0.1909 hartree, yet its contribution is more than seven times smaller. The difference lies mainly in $G_{il}$. Inspecting the Fock matrix alone would therefore not suffice to estimate the error.

**T0 is not a bound**

In this example T0 is less negative than (T). The authors should not infer that it always is. Consider a small rotation by an angle $\theta$ of two canonical occupied orbitals $p$ and $q$:

$$\tilde\phi_p=\cos\theta\,\phi_p+\sin\theta\,\phi_q,\qquad
\tilde\phi_q=-\sin\theta\,\phi_p+\cos\theta\,\phi_q.$$

The Fock element between the new orbitals is

$$\tilde f_{pq}=\sin\theta\cos\theta\,(\varepsilon_q-\varepsilon_p)\approx\theta(\varepsilon_q-\varepsilon_p).$$

It is already of first order in $\theta$, so $G$ in (4) may be taken at $\theta=0$. The pair appears twice in the sum, as $pq$ and as $qp$, and therefore

$$E_{\rm T0}-E=\theta(\varepsilon_q-\varepsilon_p)(G_{pq}+G_{qp})+O(\theta^2). \tag{5}$$

If the coefficient is not zero, reversing a sufficiently small rotation reverses the sign of the error.

For the first and third canonical valence orbitals of water, the coefficient in (5) is $9.402\times10^{-5}$ hartree per radian. Its sign refers to the orbital phases of this calculation: reversing the sign of one of the two orbitals reverses $G_{pq}$ and $G_{qp}$ and interchanges $+\theta$ and $-\theta$. At $\theta=0.005$ the linear term is $4.701\times10^{-7}$ hartree. The computed errors are $+4.775\times10^{-7}$ hartree at $+\theta$ and $-4.627\times10^{-7}$ hartree at $-\theta$. Half their difference is $4.701\times10^{-7}$ hartree, as (5) requires; their unequal magnitudes show the higher-order terms. At $-\theta$, T0 is more negative than the (T) energy it approximates. The T0 energy also depends on the choice of orbitals, whereas the (T) energy does not.

**The cause is Fock coupling, not rotation**

One might object that rotating the orbitals is itself harmful to a perturbative formula. Neon separates the two effects. In the same basis, its valence levels are $\varepsilon_{2s}=-1.9188$ and $\varepsilon_{2p}=-0.8321$ hartree, the latter threefold degenerate. Within the 2p set the Fock matrix is $\varepsilon_{2p}$ times the unit matrix, and an orthogonal rotation leaves it so. All $f_{il}$ with $i\neq l$ remain zero, and (4) gives no error. The calculation, with a general rotation of the three 2p orbitals, finds zero to within rounding.

Now form four sp³ hybrids. Each contains 2s with coefficient $1/2$ and the three 2p orbitals with coefficients $\pm1/2$. For two different hybrids the 2s parts contribute $\varepsilon_{2s}/4$. Since the hybrids are orthogonal, the products of their 2p coefficients must sum to $-1/4$. Thus

$$f_{il}=\frac{\varepsilon_{2s}-\varepsilon_{2p}}4=\frac{-1.9188+0.8321}{4}=-0.2717\ \text{hartree}.$$

The T0 error is now $3.361\times10^{-5}$ hartree, or 3.2% of the magnitude of neon's (T) energy, $-0.00104400$ hartree. What guarantees the denominator formula is a diagonal Fock matrix. Localized orbitals meet this condition when the orbitals that were mixed are degenerate, but not in general. The energy error can still vanish by cancellation when the condition fails. In the two-orbital rotation above, advancing $\theta$ by $\pi/2$ only exchanges the two orbitals up to a sign, so the error just below $\pi/2$ equals the error at a small negative angle. With a nonzero coefficient in (5), the error therefore passes through zero at some angle between $0$ and $\pi/2$, where $\tilde f_{pq}\neq0$. Such a zero is accidental and does not justify the formula.

**What the authors should do**

If the canonical triples calculation is affordable, the simplest remedy is to diagonalize the occupied Fock block, rotate the CCSD amplitudes to the canonical orbitals and use the denominator formula there. By the argument above, this changes nothing but the basis.

If localization is needed to discard small contributions, equation (3) must be solved. One method starts from $T^{(0)}=W/D$ and repeats

$$T^{(n+1)}=\frac{W-XT^{(n)}}D.$$

Subtracting the exact relation $T=(W-XT)/D$ shows that the amplitude error is multiplied by $-D^{-1}X$ at each step. The iteration converges from any starting point if all eigenvalues of $D^{-1}X$ have magnitude below one. Equation (3) may still have a unique solution when this condition fails, but convergence of the iteration is then no longer assured and another linear solver may be needed.

For water the iteration converges. The first step gives $-0.00301811$ hartree, which reduces the missing energy from $11.57\times10^{-5}$ to $1.83\times10^{-5}$ hartree, or 0.6% of the (T) energy. The second gives $-0.00303566$ hartree. The approach is not monotonic at the end: the fourth and fifth steps give $-0.00303646$ and $-0.00303644$ hartree, on either side of the converged value.

The remedy has a price. With a diagonal Fock matrix, each amplitude can be computed, added to the energy and discarded. In the iteration above, each update of $T_{ijk}$ needs the amplitudes $T_{ljk}$, $T_{ilk}$ and $T_{ijl}$, which must be stored or recomputed. A Laplace transform avoids the iteration. The operator $L$ on the left of (3) has negative eigenvalues, so $L^{-1}=-\int_0^\infty e^{Lt}\,dt$, and $e^{Lt}$ applies the matrix $e^{ft}$ to each occupied index and a factor $e^{-\varepsilon_a t}$ to each virtual one. At every quadrature point these factors act either on a stored $W$ or on the external indices of the integrals and amplitudes, in which case the triples source is constructed anew at each point. The extra storage or repeated work is a legitimate reason to choose T0, provided that the approximation is named and its error assessed for the energy differences of interest. The 3.8% found here belongs to one molecule, one basis and one localization, and is not a general estimate. The absolute values are far from the basis limit. In cc-pVTZ the (T) energy of water is $-20.08$ kJ/mol and the T0 error 0.69 kJ/mol, or 3.5%; for neon (T) is $-0.004245$ hartree and the sp³ error $1.39\times10^{-4}$ hartree, or 3.3%. Pipek–Mezey orbitals for water in cc-pVDZ give 3.6%. Nor does the analysis guarantee that T0 errors cancel between reactants and products.

I therefore ask the authors either to solve the coupled equations or to label their present results T0. They should also withdraw the statement that orbital invariance justifies the denominator formula. The invariance belongs to the solution of (3), and the manuscript has not solved it. The numerical check accompanying this comment covers the cc-pVDZ results for water (canonical, Foster–Boys and small-angle rotated orbitals) and for neon.

## Table of computed values

```
water: O-H distance 1.81 bohr, angle 104.5 degrees
basis cc-pVDZ, correlated occupied 4, virtual 19
RHF energy -76.026770 hartree
CCSD correlation energy, canonical -0.21123338 hartree
CCSD correlation energy, localized -0.21123338 hartree
canonical valence energies (hartree): [-1.3364 -0.699  -0.5665 -0.4931]
lowest virtual energy 0.1855 hartree
bond1: centroid (0.000, -0.776, 0.634) bohr, f_ii -0.8898 hartree
bond2: centroid (0.000, 0.776, 0.634) bohr, f_ii -0.8898 hartree
lone3: centroid (-0.493, 0.000, -0.283) bohr, f_ii -0.6577 hartree
lone4: centroid (0.493, -0.000, -0.283) bohr, f_ii -0.6577 hartree
(T) canonical, this program -0.00303645 hartree
(T) canonical, PySCF routine -0.00303645 hartree
(T) localized, coupled equations -0.00303645 hartree
T0 localized, diagonal Fock only -0.00292080 hartree
PySCF routine fed localized orbitals -0.00292080 hartree
T0 error E_T0 - E 0.00011565 hartree
T0 / full (T) 96.19 percent
main results: (T) -7.972 kJ/mol, T0 error 0.304 kJ/mol
energy after 0 coupling iterations -0.00292080 hartree
energy after 1 coupling iterations -0.00301811 hartree
energy after 2 coupling iterations -0.00303566 hartree
energy after 3 coupling iterations -0.00303620 hartree
energy after 4 coupling iterations -0.00303646 hartree
energy after 5 coupling iterations -0.00303644 hartree
coupling iterations to amplitude change below 1e-12: 34
bond1-bond2: |f| 0.1909 hartree, error part 0.00003044 hartree
bond1-lone3: |f| 0.1813 hartree, error part 0.00002030 hartree
bond1-lone4: |f| 0.1813 hartree, error part 0.00002030 hartree
bond2-lone3: |f| 0.1813 hartree, error part 0.00002030 hartree
bond2-lone4: |f| 0.1813 hartree, error part 0.00002030 hartree
lone3-lone4: |f| 0.1646 hartree, error part 0.00000402 hartree
sum of pair error parts 0.00011565 hartree
rotation of valence orbitals 1 and 3, angle 0.005 rad
T0 error at +angle 4.775e-07 hartree
T0 error at -angle -4.627e-07 hartree
slope, finite difference 9.401784e-05 hartree/rad
slope, formula 9.402412e-05 hartree/rad
neon: 2s energy -1.9188, 2p energy -0.8321 hartree
neon: canonical (T) -0.00104400 hartree
neon: T0 error, 2p orbitals rotated -2.2e-19 hartree
neon: sp3 hybrids, |f_ij| 0.2717 hartree
neon: T0 error, sp3 hybrids 0.00003361 hartree
```
